# Variance components of a balanced wafer-by-operator gauge study: verification in Python

```python
# Balanced wafer-by-operator gauge study: y = mu + W_i + O_j + I_ij + e_ijk,
# with a wafers, b operators and n repeats per wafer-operator cell.
# Result under test: the variances of W, O, I and e are estimated without bias by
# (MS_W-MS_I)/(bn), (MS_O-MS_I)/(an), (MS_I-MS_E)/n and MS_E, where MS are the
# mean squares; for normal effects these are independent scaled chi-squares.
# Gauge variance = operator + interaction + repeatability. Lengths are in nm.
# Array order everywhere: wafer, operator, interaction, repeatability (, gauge).
import numpy as np
from scipy.stats import chi2, f as fdist

rng = np.random.default_rng(2024)
NAMES = ["wafer", "operator", "interaction", "repeatability", "gauge total"]


def split(y):
    """Orthogonal parts of readings whose last axes are wafer, operator, repeat."""
    grand = y.mean(axis=(-3, -2, -1), keepdims=True)
    wafer = y.mean(axis=(-2, -1), keepdims=True) - grand
    oper = y.mean(axis=(-3, -1), keepdims=True) - grand
    cell = y.mean(axis=-1, keepdims=True)
    parts = [wafer, oper, cell - grand - wafer - oper, y - cell]
    return [np.broadcast_to(p, y.shape) for p in parts]


def degrees(a, b, n):
    return np.array([a - 1, b - 1, (a - 1) * (b - 1), a * b * (n - 1)], float)


def sums_of_squares(y):
    return np.stack([(p**2).sum(axis=(-3, -2, -1)) for p in split(y)], axis=-1)


def mean_squares(y):
    return sums_of_squares(y) / degrees(*y.shape[-3:])


def expected_ms(v, a, b, n):
    base = v[3] + n * v[2]
    return np.array([base + b * n * v[0], base + a * n * v[1], base, v[3]])


def coefficients(a, b, n):
    """Rows: estimators as linear combinations of the four mean squares."""
    c = np.array([[1 / (b * n), 0, -1 / (b * n), 0],
                  [0, 1 / (a * n), -1 / (a * n), 0],
                  [0, 0, 1 / n, -1 / n],
                  [0, 0, 0, 1.0]])
    return np.vstack([c, c[1:].sum(axis=0)])


def predicted_sd(v, a, b, n):
    lam = expected_ms(v, a, b, n)
    return np.sqrt(coefficients(a, b, n)**2 @ (2 * lam**2 / degrees(a, b, n)))


def with_gauge(v):
    return np.append(v, v[1:].sum())


def simulate(count, a, b, n, v, draw):
    s = np.sqrt(v)
    return (s[0] * draw((count, a, 1, 1)) + s[1] * draw((count, 1, b, 1))
            + s[2] * draw((count, a, b, 1)) + s[3] * draw((count, a, b, n)))


def label_matrices(a, b, n):
    """Covariance pattern of each effect, from which labels two readings share."""
    i, j, k = [g.ravel() for g in np.indices((a, b, n))]
    same_w = i[:, None] == i[None, :]
    same_o = j[:, None] == j[None, :]
    same_k = k[:, None] == k[None, :]
    both = same_w & same_o
    return [m.astype(float) for m in (same_w, same_o, both, both & same_k)]


def gauge_interval(ms, a, b, n):
    """95 % limits: one-term chi-square limits combined in quadrature."""
    nu = degrees(a, b, n)
    terms = ms * coefficients(a, b, n)[4]
    low = 1 - nu / chi2.ppf(0.975, nu)
    high = nu / chi2.ppf(0.025, nu) - 1
    total = terms.sum(axis=-1)
    return (total - np.sqrt(((low * terms)**2).sum(axis=-1)),
            total + np.sqrt(((high * terms)**2).sum(axis=-1)))


def satterthwaite_interval(ms, a, b, n):
    terms = ms * coefficients(a, b, n)[4]
    total = terms.sum(axis=-1)
    eff = total**2 / (terms**2 / degrees(a, b, n)).sum(axis=-1)
    return eff * total / chi2.ppf(0.975, eff), eff * total / chi2.ppf(0.025, eff)


def mean_agrees(sample, target):
    error = sample.std(axis=0, ddof=1) / np.sqrt(len(sample))
    return np.all(np.abs(sample.mean(axis=0) - target) < 5 * error + 1e-12)


# Exact matrix test of expected mean squares, independence and chi-square law
worst = 0.0
test_v = np.array([1.0, 0.3, 0.2, 0.5])
for shape in [(3, 4, 2), (4, 2, 3), (10, 3, 2)]:
    size = int(np.prod(shape))
    projectors = [p.reshape(size, size) for p in split(np.eye(size).reshape(size, *shape))]
    cov = sum(x * m for x, m in zip(test_v, label_matrices(*shape)))
    lam = expected_ms(test_v, *shape)
    for s in range(4):
        assert abs(np.trace(projectors[s]) - degrees(*shape)[s]) < 1e-9
        for t in range(4):
            target = lam[s] * projectors[s] if s == t else 0.0
            worst = max(worst, np.abs(projectors[s] @ cov @ projectors[t] - target).max())
assert worst < 1e-10

# Worked study
a, b, n = 10, 3, 2
mu = 50.0
sd_true = np.array([1.0, 0.15, 0.10, 0.10])
v = sd_true**2
nu, lam, coef = degrees(a, b, n), expected_ms(v, a, b, n), coefficients(a, b, n)
step = 0.01
y = np.round((mu + simulate(1, a, b, n, v, rng.standard_normal)[0]) / step) * step
ss, ms = sums_of_squares(y), mean_squares(y)
assert abs(ss.sum() - ((y - y.mean())**2).sum()) < 1e-8
est = coef @ ms
se = np.sqrt(coef**2 @ (2 * ms**2 / (nu + 2)))
assert np.allclose(coef[4], np.array([0, 1, a - 1, a * (n - 1)]) / (a * n))

# Restricted-likelihood equations, using full matrices and no mean squares
patterns = label_matrices(a, b, n)
cov = sum(x * m for x, m in zip(est[:4], patterns))
assert np.linalg.eigvalsh(cov).min() > 0
inv = np.linalg.inv(cov)
one = np.ones(a * b * n)
u = inv @ one
reml = inv - np.outer(u, u) / (one @ u)
py = reml @ (y.ravel() - mu)
score = max(abs(py @ m @ py / np.trace(reml @ m) - 1) for m in patterns)
assert score < 1e-6

# Simulated normal studies: bias, spread, estimated spread
M = 40000
for shape in [(5, 6, 2), (a, b, n)]:
    sim_ms = mean_squares(simulate(M, *shape, v, rng.standard_normal))
    c = coefficients(*shape)
    sim_est = sim_ms @ c.T
    sd_formula = predicted_sd(v, *shape)
    assert mean_agrees(sim_est, with_gauge(v))
    assert np.allclose(sim_est.var(axis=0), sd_formula**2, rtol=0.09)
    var_est = (2 * sim_ms**2 / (degrees(*shape) + 2)) @ (c**2).T
    assert mean_agrees(var_est, sd_formula**2)
sim_sd = sim_est.std(axis=0)

neg_formula = np.array([fdist.cdf(lam[2] / lam[1], nu[1], nu[2]),
                        fdist.cdf(lam[3] / lam[2], nu[2], nu[3])])
neg_sim = (sim_est[:, 1:3] < 0).mean(axis=0)
assert np.all(np.abs(neg_formula - neg_sim) < 0.007)
vg = v[1:].sum()
coverage = []
for method in (gauge_interval, satterthwaite_interval):
    lo, hi = method(sim_ms, a, b, n)
    coverage.append(np.mean((lo < vg) & (vg < hi)))
assert 0.93 < coverage[0] < 0.985 and coverage[1] < 0.90
rep_lo = nu[3] * sim_ms[:, 3] / chi2.ppf(0.975, nu[3])
rep_hi = nu[3] * sim_ms[:, 3] / chi2.ppf(0.025, nu[3])
assert abs(np.mean((rep_lo < v[3]) & (v[3] < rep_hi)) - 0.95) < 0.006

# Operator test when operators do not differ but interaction exists
v_null = v * np.array([1, 0, 1, 1])
null_ms = mean_squares(simulate(M, a, b, n, v_null, rng.standard_normal))
crit_wrong, crit_right = fdist.ppf(0.95, nu[1], nu[3]), fdist.ppf(0.95, nu[1], nu[2])
wrong_formula = fdist.sf(crit_wrong * lam[3] / lam[2], nu[1], nu[3])
wrong_sim = np.mean(null_ms[:, 1] / null_ms[:, 3] > crit_wrong)
right_sim = np.mean(null_ms[:, 1] / null_ms[:, 2] > crit_right)
assert abs(wrong_formula - wrong_sim) < 0.013 and abs(right_sim - 0.05) < 0.006

# Skewed (exponential) effects: unbiased still, but with another spread
skew = mean_squares(simulate(M, a, b, n, v, lambda s: rng.exponential(size=s) - 1)) @ coef.T
assert mean_agrees(skew, with_gauge(v))
assert skew[:, 1].std() > 1.3 * predicted_sd(v, a, b, n)[1]

# Interaction of product form: one wafer property times one operator sensitivity
product = simulate(M, a, b, n, v * np.array([1, 1, 0, 1]), rng.standard_normal)
product += sd_true[2] * rng.standard_normal((M, a, 1, 1)) * rng.standard_normal((M, 1, b, 1))
prod_est = mean_squares(product) @ coef.T
assert mean_agrees(prod_est, with_gauge(v))
var_ms = (2 * v[3]**2 / nu[2] + 4 * n * v[2] * v[3] / nu[2]
          + (n * v[2])**2 * ((a + 1) * (b + 1) / ((a - 1) * (b - 1)) - 1))
prod_sd = np.sqrt(var_ms + 2 * v[3]**2 / nu[3]) / n
assert abs(prod_est[:, 2].var() / prod_sd**2 - 1) < 0.15

# Linear drift: one operator after another, against random order
drift = 0.10
ramp = np.linspace(0, drift, a * b * n)
blocked = coef @ mean_squares(ramp.reshape(b, n, a).transpose(2, 0, 1))
shuffled = rng.permuted(np.tile(ramp, (20000, 1)), axis=1).reshape(-1, a, b, n)
random_bias = mean_squares(shuffled) @ coef.T
ramp_var = ramp.var(ddof=1)
assert mean_agrees(random_bias, np.array([0, 0, 0, ramp_var, ramp_var]))

# Many wafers do not remove the operator-sampling limit
floor = np.sqrt(2 / (b - 1))
assert abs(predicted_sd(v, 10**6, b, n)[1] / v[1] - floor) < 1e-4

# Other neglected effects, from rough typical inputs
gradient, placement = 0.02, 1.0      # nm per mm, mm
expansion, warm = 6e-6, 1.0          # per K, K
print(f"Ge film, mean {mu:.0f} nm; a={a} wafers, b={b} operators, n={n} repeats; step {step} nm")
print("True sd (nm) wafer, operator, interaction, repeatability:", *sd_true)
print("Simulated readings (nm): operator 1 twice, 2 twice, 3 twice | wafer mean")
for i in range(a):
    print(f" wafer {i+1:2d}:", *[f"{x:.2f}" for x in y[i].ravel()], f"| {y[i].mean():.4f}")
print("Operator means (nm):", *[f"{x:.4f}" for x in y.mean(axis=(0, 2))],
      f"; grand mean {y.mean():.4f}")
print("Source: sum of squares (nm^2), dof, mean square (nm^2), its true expectation (nm^2)")
for s in range(4):
    print(f" {NAMES[s]}: {ss[s]:.5f}, {nu[s]:.0f}, {ms[s]:.5f}, {lam[s]:.4f}")
print(f"Total sum of squares about grand mean: {((y - y.mean())**2).sum():.5f} nm^2")
F_int, F_op = ms[2] / ms[3], ms[1] / ms[2]
print(f"F interaction/repeat = {F_int:.3f}, p = {fdist.sf(F_int, nu[2], nu[3]):.2g}")
print(f"F operator/interaction = {F_op:.3f}, p = {fdist.sf(F_op, nu[1], nu[2]):.2g}")
print("Variance: estimate, standard error, true (nm^2); root of estimate (nm, 0 if negative)")
for s in range(5):
    print(f" {NAMES[s]}: {est[s]:.5f}, {se[s]:.5f}, {with_gauge(v)[s]:.5f};"
          f" {np.sqrt(max(est[s], 0)):.4f}")
r_lo, r_hi = [np.sqrt(nu[3] * ms[3] / chi2.ppf(q, nu[3])) for q in (0.975, 0.025)]
g_lo, g_hi = np.sqrt(gauge_interval(ms, a, b, n))
print(f"95 % interval, repeatability sd: {r_lo:.4f} to {r_hi:.4f} nm")
print(f"95 % interval, gauge sd (quadrature): {g_lo:.4f} to {g_hi:.4f} nm")
share = 100 * np.sqrt(est[4] / (est[0] + est[4]))
print(f"Gauge sd / total sd: estimated {share:.1f} %, true {100*np.sqrt(vg/(v[0]+vg)):.1f} %")
print("Sd of variance estimators (nm^2): formula, simulated")
for s in range(5):
    print(f" {NAMES[s]}: {sd_formula[s]:.5f}, {sim_sd[s]:.5f}")
print("P(negative) operator, interaction: formula", *[f"{x:.4f}" for x in neg_formula],
      "; simulated", *[f"{x:.4f}" for x in neg_sim])
print(f"Coverage of nominal 95 %: quadrature {coverage[0]:.3f}, Satterthwaite {coverage[1]:.3f}")
print(f"False alarms at 5 % level: MS_O/MS_E {wrong_formula:.3f} (simulated {wrong_sim:.3f}),"
      f" MS_O/MS_I {right_sim:.3f}")
print("Design a,b,n (60 readings): relative sd of operator, interaction, repeat, gauge variance")
for d in [(10, 3, 2), (15, 2, 2), (10, 2, 3), (5, 6, 2), (3, 10, 2)]:
    rel = predicted_sd(v, *d)[1:] / with_gauge(v)[1:]
    print(f" {d}:", *[f"{x:.3f}" for x in rel])
print(f"Relative sd limit of operator variance, b={b}, endless wafers: {floor:.3f}")
print(f"Exponential effects: sd of operator-variance estimator {skew[:, 1].std():.4f} nm^2")
print(f"Product-form interaction: sd of its estimator {prod_sd:.5f} nm^2"
      f" (simulated {prod_est[:, 2].std():.5f})")
print(f"Drift {drift:.2f} nm, operators in turn: bias (nm^2) operator {blocked[1]:.6f},"
      f" interaction {blocked[2]:.6f}, repeat {blocked[3]:.6f}")
print(f"Same drift, random order: bias of repeatability variance {ramp_var:.6f} nm^2, others 0")
print(f"Placement {placement} mm x gradient {gradient} nm/mm: variance"
      f" {(placement*gradient)**2:.6f} nm^2; rounding {step**2/12:.2e} nm^2")
print(f"Noise proportional to thickness: its sd varies by {100*sd_true[0]/mu:.1f} % among wafers;"
      f" {warm} K at {expansion:.0e}/K: {mu*expansion*warm:.1e} nm")
print(f"Largest matrix-test error {worst:.1e}; likelihood-equation error {score:.1e}")
print("every check passed")
```

Running it gives:

```
Ge film, mean 50 nm; a=10 wafers, b=3 operators, n=2 repeats; step 0.01 nm
True sd (nm) wafer, operator, interaction, repeatability: 1.0 0.15 0.1 0.1
Simulated readings (nm): operator 1 twice, 2 twice, 3 twice | wafer mean
 wafer  1: 51.34 51.16 51.00 51.11 50.93 50.83 | 51.0617
 wafer  2: 51.64 51.68 51.46 51.49 51.48 51.47 | 51.5367
 wafer  3: 51.24 51.08 51.12 51.19 50.81 50.77 | 51.0350
 wafer  4: 48.99 49.01 48.87 48.89 48.91 48.71 | 48.8967
 wafer  5: 48.77 48.72 48.49 48.39 48.44 48.68 | 48.5817
 wafer  6: 50.13 50.17 50.05 50.09 49.88 49.85 | 50.0283
 wafer  7: 50.99 50.97 50.85 50.79 50.88 50.88 | 50.8933
 wafer  8: 50.66 50.48 50.47 50.61 50.29 50.34 | 50.4750
 wafer  9: 51.74 51.81 51.86 51.69 51.53 51.64 | 51.7117
 wafer 10: 51.03 50.85 50.50 50.42 50.41 50.12 | 50.5550
Operator means (nm): 50.6230 50.4670 50.3425 ; grand mean 50.4775
Source: sum of squares (nm^2), dof, mean square (nm^2), its true expectation (nm^2)
 wafer: 58.62574, 9, 6.51397, 6.0300
 operator: 0.79011, 2, 0.39506, 0.4800
 interaction: 0.42512, 18, 0.02362, 0.0300
 repeatability: 0.21575, 30, 0.00719, 0.0100
Total sum of squares about grand mean: 60.05672 nm^2
F interaction/repeat = 3.284, p = 0.002
F operator/interaction = 16.727, p = 7.8e-05
Variance: estimate, standard error, true (nm^2); root of estimate (nm, 0 if negative)
 wafer: 1.08173, 0.46293, 1.00000; 1.0401
 operator: 0.01857, 0.01397, 0.02250; 0.1363
 interaction: 0.00821, 0.00384, 0.01000; 0.0906
 repeatability: 0.00719, 0.00180, 0.01000; 0.0848
 gauge total: 0.03398, 0.01439, 0.04250; 0.1843
95 % interval, repeatability sd: 0.0678 to 0.1134 nm
95 % interval, gauge sd (quadrature): 0.1372 to 0.8914 nm
Gauge sd / total sd: estimated 17.5 %, true 20.2 %
Sd of variance estimators (nm^2): formula, simulated
 wafer: 0.47376, 0.47447
 operator: 0.02401, 0.02433
 interaction: 0.00516, 0.00517
 repeatability: 0.00258, 0.00258
 gauge total: 0.02445, 0.02477
P(negative) operator, interaction: formula 0.0604 0.0086 ; simulated 0.0611 0.0079
Coverage of nominal 95 %: quadrature 0.951, Satterthwaite 0.852
False alarms at 5 % level: MS_O/MS_E 0.344 (simulated 0.344), MS_O/MS_I 0.049
Design a,b,n (60 readings): relative sd of operator, interaction, repeat, gauge variance
 (10, 3, 2): 1.067 0.516 0.258 0.575
 (15, 2, 2): 1.477 0.581 0.258 0.792
 (10, 2, 3): 1.498 0.633 0.224 0.805
 (5, 6, 2): 0.718 0.492 0.258 0.391
 (3, 10, 2): 0.581 0.516 0.258 0.316
Relative sd limit of operator variance, b=3, endless wafers: 1.000
Exponential effects: sd of operator-variance estimator 0.0408 nm^2
Product-form interaction: sd of its estimator 0.01265 nm^2 (simulated 0.01261)
Drift 0.10 nm, operators in turn: bias (nm^2) operator 0.001149, interaction -0.000072, repeat 0.000144
Same drift, random order: bias of repeatability variance 0.000876 nm^2, others 0
Placement 1.0 mm x gradient 0.02 nm/mm: variance 0.000400 nm^2; rounding 8.33e-06 nm^2
Noise proportional to thickness: its sd varies by 2.0 % among wafers; 1.0 K at 6e-06/K: 3.0e-04 nm
Largest matrix-test error 1.1e-15; likelihood-equation error 5.7e-14
every check passed
```
